# Why a Delayed Gate Separates Slow Luminescence from Scattered Stimulation Light

## Result

In optically stimulated luminescence, light frees charge from traps, and the charge excites an emitter. Some of the stimulation light also scatters into the detector. Let the light come in pulses of width $w$ and period $T$, and let the detector count from a delay $d$ after each pulse until the next pulse begins. The gate then has length $g=T-w-d$. An emitter of lifetime $\tau$ puts into the gates the fraction

$$
R(\tau)=\frac{\tau}{w}\left(1-e^{-w/\tau}\right)e^{-d/\tau}\,\frac{1-e^{-g/\tau}}{1-e^{-T/\tau}}
\qquad (1)
$$

of the photons it emits. For $\tau\gg T$ this tends to $g/T$, the fraction of the time for which the gate is open. With $w=10$ µs, $T=250$ µs, $d=15$ µs and $\tau=35$ ms, the signal retained is $R=0.900$.

Scattered light is not stored. It ends with the pulse, apart from the short tails of source and detector, and in the same example only $1.5\times10^{-6}$ counts fall in the gate for each scatter photon detected. The gain of signal over scatter needs both the pulses and the synchronised gate. To keep most of the signal as well, the emitter's lifetime must be longer than the delay and not short beside the pulse. With this timing $R$ is only 0.27 at $\tau=15$ µs and passes one half near 30 µs.

The derivation assumes exponential decay, a constant stimulation rate during the pulse, prompt transfer of charge to the emitter, and a signal proportional to the stimulation energy. Equation (1) describes the periodic steady state.

## Contribution 1: the gate after the exciting pulse

Let an excitation occur at time $u$, uniformly distributed over $0<u<w$. Its photon appears at a later time $t$ with probability density $e^{-(t-u)/\tau}/\tau$. The first gate runs from $w+d$ to $T$, so it catches the fraction

$$
R_0=\frac1w\int_0^w du\int_{w+d}^{T}\frac{dt}{\tau}\,e^{-(t-u)/\tau}.
$$

The inner integral is $e^{u/\tau}\left[e^{-(w+d)/\tau}-e^{-T/\tau}\right]$. Since $T=w+d+g$, it equals $e^{u/\tau}e^{-(w+d)/\tau}(1-e^{-g/\tau})$. The remaining integral is $\int_0^w e^{u/\tau}du=\tau(e^{w/\tau}-1)$, and its product with $e^{-w/\tau}$ is $\tau(1-e^{-w/\tau})$. Hence

$$
R_0=\frac{\tau}{w}\left(1-e^{-w/\tau}\right)e^{-d/\tau}\left(1-e^{-g/\tau}\right).
\qquad (2)
$$

For a long lifetime $R_0\approx g/\tau$. In the example this is $225/35000=0.0064$. Taken alone, the first gate would suggest that almost all the signal is lost.

## Contribution 2: the later gates

A photon that misses the first gate may arrive in a later one. Moving the gate by $m$ periods replaces $t$ by $t+mT$ and multiplies the integrand by $e^{-mT/\tau}$. The sum over all gates is a geometric series:

$$
R=R_0\sum_{m=0}^{\infty}e^{-mT/\tau}=\frac{R_0}{1-e^{-T/\tau}},
$$

which is equation (1). In the steady state, this sum over the later gates of one pulse equals the sum over earlier pulses feeding one gate.

The two contributions compare as follows, with the pulse timing held fixed:

| $\tau$ (µs) | first gate $R_0$ | all gates $R$ |
|---:|---:|---:|
| 1 | $3.1\times10^{-8}$ | $3.1\times10^{-8}$ |
| 10 | 0.141 | 0.141 |
| 100 | 0.733 | 0.798 |
| 1000 | 0.197 | 0.893 |
| 10000 | 0.022 | 0.899 |
| 35000 | 0.0064 | 0.900 |

At 35 ms the later gates supply more than 99 % of the retained signal. The emitter averages over about $35000/250=140$ periods and glows almost steadily. A gate that is open for 90 % of the time therefore collects 90 % of the light.

**Long lifetime.** For any interval $a\ll\tau$, $1-e^{-a/\tau}=(a/\tau)[1-a/(2\tau)+\dots]$. Applying this to $w$, $g$ and $T$, and writing $e^{-d/\tau}=1-d/\tau+\dots$, gives

$$
R=\frac gT\left[1+\frac{T-w-g-2d}{2\tau}+O\!\left(\frac{T^2}{\tau^2}\right)\right]
=\frac gT\left[1-\frac{d}{2\tau}+O\!\left(\frac{T^2}{\tau^2}\right)\right],
$$

because $T-w-g=d$. The relative correction is $15/(2\times35000)=2.1\times10^{-4}$, which takes 0.9000 to 0.8998.

**Short lifetime.** If $\tau$ is much shorter than $w$ and $g$, the brackets in (1) tend to one and $R\approx(\tau/w)e^{-d/\tau}$. For 1 µs this is $0.1\,e^{-15}=3.1\times10^{-8}$. The gate then rejects the luminescence as well, and the method fails.

## Contribution 3: the start of the pulse train

If no emitters are excited at the start, the first gates are fed by few earlier pulses. With $q=e^{-T/\tau}$, the gate after pulse $k$ receives, in units of the photons excited per pulse,

$$
R_0\sum_{m=0}^{k-1}q^m=R_0\frac{1-q^k}{1-q}=R(1-q^k).
$$

Averaging over $k=1,\dots,N$ and using $\sum_{k=1}^{N}q^k=q(1-q^N)/(1-q)$ gives

$$
\bar R=R\left[1-\frac{q(1-q^N)}{N(1-q)}\right]\approx R\left(1-\frac{\tau}{NT}\right)
\quad\text{for } T\ll\tau\ll NT .
$$

A run of 1 s contains $N=4000$ pulses and loses 3.5 % of the steady-state gated signal. These photons are still stored in the emitter when the run ends. As a test, the rate equation $dn/dt=p(t)-n/\tau$ for the excited population $n$, with pulsed excitation rate $p$, was stepped through such a run for lifetimes of 1, 10 and 35 ms. It agreed with both $R$ and $\bar R$ to within 2 parts in $10^6$.

## Contribution 4: the tail of the source

Let the source be driven by a square pulse $D(t)$ and let its brightness $L$ obey $dL/dt=(D-L)/\tau_s$. Its response to a brief drive is $e^{-t/\tau_s}/\tau_s$, the same function as the emission delay. The scattered fraction in the gate is therefore $R(\tau_s)$. With $\tau_s=0.5$ µs, the short-lifetime limit gives

$$
R(\tau_s)\approx\frac{0.5}{10}\,e^{-15/0.5}=4.7\times10^{-15}.
$$

So small a number shows that this tail has ceased to matter, provided that it really is a single exponential. Slower processes set the limit.

## Contribution 5: detector afterpulses

A detected scatter photon can trigger a false count later. Let this happen with probability $P_a=0.01$, after an exponential delay of constant $\tau_a=2$ µs. The total delay is the sum of the source delay and the afterpulse delay, with density

$$
f(t)=\int_0^t\frac{e^{-s/\tau_s}}{\tau_s}\,\frac{e^{-(t-s)/\tau_a}}{\tau_a}\,ds
=\frac{e^{-t/\tau_a}-e^{-t/\tau_s}}{\tau_a-\tau_s}.
$$

The integral follows from $1/\tau_s-1/\tau_a=(\tau_a-\tau_s)/(\tau_s\tau_a)$. Each exponential in $f$ is its lifetime times a normalised decay density, and the gated fraction is linear in the density. Hence

$$
R_{sa}=\frac{\tau_aR(\tau_a)-\tau_sR(\tau_s)}{\tau_a-\tau_s}.
\qquad (3)
$$

Here $R(\tau_a)\approx0.2\,(1-e^{-5})\,e^{-7.5}=1.10\times10^{-4}$, and the second term is negligible. The afterpulses add $P_aR_{sa}=0.01\times(2/1.5)\times1.10\times10^{-4}=1.46\times10^{-6}$ counts per scatter photon detected. This is practically all the scatter retained in the model, which leaves out afterpulses triggered by other afterpulses. With the same probability and delay constant, these would raise it by about 10 %.

Equation (3) with $\tau$ in place of $\tau_a$ also shows what the source tail does to the signal. It multiplies $R(\tau)$ by about $1+\tau_s/\tau$, a relative change of $1.4\times10^{-5}$. Afterpulses of signal photons, about 1 % of the signal, are left out.

## Weighing delay against signal

For the slow emitter $R\approx(T-w-d)/T$, so each extra microsecond of delay costs $1/T$, or 0.4 % of the emitted signal. The scatter falls exponentially:

| $d$ (µs) | signal retained | scatter retained |
|---:|---:|---:|
| 0 | 0.960 | $5.2\times10^{-2}$ |
| 5 | 0.940 | $2.2\times10^{-4}$ |
| 10 | 0.920 | $1.8\times10^{-5}$ |
| 15 | 0.900 | $1.5\times10^{-6}$ |
| 20 | 0.880 | $1.2\times10^{-7}$ |

With no delay the source tail dominates, and it dies quickly. From 5 µs onward the afterpulses dominate, and each further 5 µs multiplies the scatter by $e^{-5/2}=0.082$.

The control case is continuous stimulation with the same gate. Excitations are then spread uniformly over the period, and adding an independent delay leaves their phase in the period uniform. Signal and scatter both keep the fraction $g/T$, and their ratio does not improve.

## Count rates and precision

Take stimulation at 525 nm with a mean power of 20 mW, which means 500 mW during the pulse. The photon rate is $P\lambda/(hc)=5.29\times10^{16}$ per second. Suppose that a fraction $10^{-12}$ is scattered, passes the filters and is counted. With the 1 % of afterpulses this gives $5.34\times10^{4}$ counts/s without a gate. Let the ungated signal be 200 counts/s and the dark rate 20 counts/s. At equal mean power, continuous and pulsed stimulation give the same total signal, because the response is linear.

| counts/s | continuous, no gate | pulsed, gated |
|---|---:|---:|
| signal | 200 | 180 |
| scatter | 53400 | 0.077 |
| dark | 20 | 18 |

The signal-to-scatter ratio rises from $3.7\times10^{-3}$ to $2.3\times10^{3}$.

The gain in precision is smaller, because dark counts and the signal's own fluctuations remain. For independent random counts the variance equals the mean. Afterpulses are not independent of the counts that trigger them, but this raises the variance of the ungated counts by only about 2 % and is neglected here. With $S$ signal counts and $B$ background counts of known mean, the signal-to-noise ratio is $S/\sqrt{S+B}$. In 1 s, in the steady state,

$$
\frac{200}{\sqrt{200+53400+20}}=0.86,\qquad
\frac{180}{\sqrt{180+0.08+18}}=12.8 .
$$

With a constant signal the ratio would grow as the square root of the counting time, and continuous stimulation would need about 220 s to match one second of gated counting. In that time, however, the light would empty about two thirds of the traps (with the cross-section assumed below). The signal fades, and the continuous run never reaches 12.8. A delay of 10 µs would do marginally better, with $184/\sqrt{184+0.9+18.4}=12.9$. Once scatter lies far below the dark counts, further delay mainly costs signal.

## What the gate does not remove

**Source leakage.** If the source keeps $10^{-6}$ of its pulse brightness while nominally off, the gate receives $5.29\times10^4\times10^{-6}\times g/w=1.2$ counts/s. This is about 15 times the scatter in the model, though still small beside the 18 dark counts/s.

**Luminescence of the optics.** Filters or windows that glow under the stimulation light obey equation (1) too. A glow of lifetime 100 µs is retained at 0.80, nearly as well as the signal, and this gate cannot tell them apart. A delay long beside the glow's lifetime, with a period still short beside the emitter's, can: with $d=500$ µs and $T=2000$ µs, equation (1) keeps 0.74 of the signal and 0.0064 of the glow.

**Trap depletion.** With an assumed trap-emptying cross-section of $10^{-19}$ cm² and an illuminated area of 1 cm², each pulse empties $1.3\times10^{-6}$ of the traps. This supports the linear treatment. A run of 1 s empties 0.5 %, less than the start-up loss.

**Temperature.** Let a thermally activated non-radiative channel, with a barrier of 1.0 eV and a frequency of $10^{13}$ s⁻¹, compete with emission. At 400 K the lifetime falls to 32.2 ms and the light yield to 0.92, while $R$ stays at 0.900. Heating dims the emitter but hardly changes the fraction retained, as long as $\tau\gg T$.

## Beside a real dosimeter

The lifetime is in the regime of carbon-doped aluminium oxide, whose main emission, in the blue, decays over some tens of milliseconds near room temperature (a rough figure) and can be stimulated with green light. The retained fraction of 0.90 carries over to any emitter this slow with the same timing, since it depends on little but $g/T$. It refers to the slow emission alone: any emission band much faster than the delay is lost from the gate. The scatter figure is less secure. The scattering probability, the afterpulse constants and the count rates are round assumptions that vary between instruments. The scatter figure also assumes a source that is completely dark between pulses: the leakage considered above would raise the gated scatter from 0.08 to about 1.3 counts/s and lower the signal-to-scatter ratio from 2300 to about 140. The numerical output below gives the values in full.

## Numbers as computed

```
pulse width 10 us, period 250 us
delay 15 us, gate 225 us
emitter lifetime 35 ms
source tail 0.5 us, afterpulse constant 2.0 us
afterpulse probability 0.01
stimulation 525 nm, mean power 20 mW
power during pulse 500 mW
stimulation photons 5.286e+16 per s
scatter detection probability 1e-12
open fraction g/T 0.9000
signal retained R 0.89981
relative correction d/(2 tau) 2.14e-04
signal in own gate only 0.00640
source tail retained 4.68e-15
afterpulse share retained 1.46e-06
scatter retained, total 1.46e-06
lifetime (us), own-gate fraction, retained fraction:
        1  3.059e-08  3.059e-08
       10  1.410e-01  1.410e-01
      100  7.327e-01  7.983e-01
     1000  1.975e-01  8.928e-01
    10000  2.220e-02  8.993e-01
    35000  6.404e-03  8.998e-01
delay (us), signal retained, scatter retained:
     0  0.9600  5.25e-02
     5  0.9399  2.20e-04
    10  0.9199  1.78e-05
    15  0.8998  1.46e-06
    20  0.8797  1.20e-07
continuous: signal 200 counts/s
continuous: scatter 5.339e+04 counts/s
continuous: dark 20 counts/s
gated: signal 180.0 counts/s
gated: scatter 0.077 counts/s
gated: dark 18.0 counts/s
signal/scatter, continuous 3.75e-03
signal/scatter, gated 2.32e+03
counting time 1 s, pulses 4000
signal-to-noise, continuous 0.86
signal-to-noise, gated 12.79
counting-time ratio at equal precision 219
start-up loss in the train 3.49 %
trap cross-section 1e-19 cm2, area 1 cm2
traps emptied per pulse 1.32e-06
traps emptied in the run 0.53 %
leak 1e-06 of pulse brightness: 1.19 counts/s
quenching barrier 1.0 eV, frequency 1e+13 per s
  300 K: lifetime 35.000 ms, yield 0.99999, R 0.89981
  330 K: lifetime 34.993 ms, yield 0.99981, R 0.89981
  400 K: lifetime 32.168 ms, yield 0.91909, R 0.89979
```
